# Extracting Silicon's Average Gap from Its Dielectric Constant: a program that tests the result

```python
# Result under test: the one-gap Penn estimate
#     epsilon = 1 + (plasma energy / Eg)^2,
# inverted to Eg = plasma energy / sqrt(epsilon - 1).
# epsilon: static electronic dielectric constant; Eg: average gap;
# alpha: dipole per electron divided by the total macroscopic field;
# f: oscillator strength. Hartree atomic units unless a name ends in _ev.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, eigvalsh

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]


def penn_gap(plasma_energy, epsilon):
    return plasma_energy / np.sqrt(epsilon - 1.0)


# ---------- silicon: extraction of the average gap ----------
plasma_ev = 16.6
epsilon_si = 12.0
gap_ev = penn_gap(plasma_ev, epsilon_si)
gap = gap_ev / HARTREE_EV
plasma = plasma_ev / HARTREE_EV
density = plasma**2 / (4 * np.pi)
cube_edge = (32 / density) ** (1 / 3)

# plasma energy recomputed in SI units from the density
density_si = density / BOHR_M**3
omega_si = np.sqrt(density_si * const.e**2 / (const.epsilon_0 * const.m_e))
plasma_si_ev = const.hbar * omega_si / const.e
assert abs(plasma_si_ev - plasma_ev) < 1e-5 * plasma_ev


# ---------- one-gap electron: oscillator on a grid ----------
def oscillator_states(frequency, field):
    x = np.linspace(-18.0, 18.0, 1201)
    h = x[1] - x[0]
    diagonal = 1 / h**2 + 0.5 * frequency**2 * x**2 + field * x
    off_diagonal = np.full(x.size - 1, -0.5 / h**2)
    energies, vectors = eigh_tridiagonal(
        diagonal, off_diagonal, select="i", select_range=(0, 1))
    return x, energies, vectors


x, energies, vectors = oscillator_states(gap, 0.0)
osc_gap = energies[1] - energies[0]
x01 = np.sum(vectors[:, 0] * x * vectors[:, 1])
osc_strength = 2 * osc_gap * x01**2
field = 1e-3
dipoles = []
for signed_field in (field, -field):
    x, _, shifted = oscillator_states(gap, signed_field)
    dipoles.append(-np.sum(x * shifted[:, 0] ** 2))
osc_alpha = (dipoles[0] - dipoles[1]) / (2 * field)
osc_epsilon = 1 + 4 * np.pi * density * osc_alpha
assert abs(osc_gap / gap - 1) < 1e-4       # grid error of order h^2
assert abs(osc_strength - 1) < 1e-4
assert abs(osc_epsilon - epsilon_si) < 1e-3

# ---------- model crystal: V(x) = 2 V1 cos(2 pi x / a), one filled band ----
lattice = 5.0
v1 = 0.1
recip = 2 * np.pi / lattice


def band_sums(number_k):
    """Sum of f, sum of f/w^2, sum of f*w per electron, smallest direct gap."""
    g = recip * np.arange(-6, 7)
    potential = v1 * (np.eye(g.size, k=1) + np.eye(g.size, k=-1))
    sums = np.zeros(3)
    smallest = np.inf
    for k in recip * ((np.arange(number_k) + 0.5) / number_k - 0.5):
        e, c = np.linalg.eigh(np.diag(0.5 * (k + g) ** 2) + potential)
        w = e[1:] - e[0]
        momentum = c[:, 1:].T @ ((k + g) * c[:, 0])
        f = 2 * momentum**2 / w
        sums += np.array([f.sum(), (f / w**2).sum(), (f * w).sum()])
        smallest = min(smallest, w[0])
    return (*(sums / number_k), smallest)


def supercell_alpha(cells, strength=0.005):
    """alpha from the energy change in the potential strength*cos(q x)."""
    q = recip / cells
    m = np.arange(-4 * cells, 4 * cells + 1)
    crystal = np.diag(0.5 * (q * m) ** 2)
    crystal += v1 * (np.eye(m.size, k=cells) + np.eye(m.size, k=-cells))
    wave = 0.5 * (np.eye(m.size, k=1) + np.eye(m.size, k=-1))
    e0 = eigvalsh(crystal)[:cells].sum()
    e1 = eigvalsh(crystal + strength * wave)[:cells].sum()
    # energy per electron = -alpha * <field^2> / 2, <field^2> = (strength q)^2/2
    return -4 * (e1 - e0) / (cells * (strength * q) ** 2)


f_sum, alpha_sum, mean_energy, smallest_gap = band_sums(201)
alpha_30, alpha_60 = supercell_alpha(30), supercell_alpha(60)
alpha_limit = (4 * alpha_60 - alpha_30) / 3    # removes the q^2 error
crystal_gap = 1 / np.sqrt(alpha_limit)
assert abs(f_sum - 1) < 1e-5
assert abs(alpha_limit / alpha_sum - 1) < 3e-3  # remaining q^4 error
assert smallest_gap < crystal_gap < mean_energy

# ---------- sensitivity and the minimum-gap mistake ----------
gap_11_ev = penn_gap(plasma_ev, 11.0)
gap_13_ev = penn_gap(plasma_ev, 13.0)
slope_ev = -gap_ev / (2 * (epsilon_si - 1))
step = 1e-3
slope_numeric = (penn_gap(plasma_ev, epsilon_si + step)
                 - penn_gap(plasma_ev, epsilon_si - step)) / (2 * step)
assert abs(slope_numeric / slope_ev - 1) < 1e-5
rough_min_gap_ev = 1.1
epsilon_wrong = 1 + (plasma_ev / rough_min_gap_ev) ** 2

print("SILICON")
print(f"plasma energy (input)              {plasma_ev:.1f} eV")
print(f"dielectric constant (input)        {epsilon_si:.1f}")
print(f"square root of epsilon - 1         {np.sqrt(epsilon_si - 1):.4f}")
print(f"average gap                        {gap_ev:.3f} eV")
print(f"average gap, converted             {gap:.4f} hartree")
print(f"plasma energy, converted           {plasma:.4f} hartree")
print(f"valence electron density           {density:.5f} bohr^-3")
print(f"edge of cube with 32 electrons     {cube_edge:.2f} bohr")
print(f"same edge, converted               {cube_edge*BOHR_M*1e10:.2f} angstrom")
print(f"plasma energy from density, SI     {plasma_si_ev:.3f} eV")
print(f"average gap if epsilon = 11        {gap_11_ev:.3f} eV")
print(f"average gap if epsilon = 13        {gap_13_ev:.3f} eV")
print(f"slope dEg/d(epsilon) at 12         {slope_ev:.4f} eV")
print(f"rough minimum gap (input)          {rough_min_gap_ev:.1f} eV")
print(f"epsilon if that gap is inserted    {epsilon_wrong:.0f}")
print("OSCILLATOR WITH THE EXTRACTED GAP")
print(f"excitation energy on the grid      {osc_gap:.4f} hartree")
print(f"strength of first transition       {osc_strength:.5f}")
print(f"alpha from induced dipole          {osc_alpha:.3f} a.u.")
print(f"epsilon from induced dipole        {osc_epsilon:.4f}")
print("MODEL CRYSTAL IN ONE DIMENSION")
print(f"lattice constant (input)           {lattice:.1f} bohr")
print(f"potential coefficient V1 (input)   {v1:.1f} hartree")
print(f"sum of oscillator strengths        {f_sum:.6f}")
print(f"alpha from sum over states         {alpha_sum:.3f} a.u.")
print(f"alpha from supercell, 30 cells     {alpha_30:.3f} a.u.")
print(f"alpha from supercell, 60 cells     {alpha_60:.3f} a.u.")
print(f"alpha, long-wavelength limit       {alpha_limit:.3f} a.u.")
print(f"smallest direct gap                {smallest_gap:.4f} hartree")
print(f"average gap from alpha             {crystal_gap:.4f} hartree")
print(f"strength-weighted mean energy      {mean_energy:.4f} hartree")
print("PASS")
```

Running it gives:

```
SILICON
plasma energy (input)              16.6 eV
dielectric constant (input)        12.0
square root of epsilon - 1         3.3166
average gap                        5.005 eV
average gap, converted             0.1839 hartree
plasma energy, converted           0.6100 hartree
valence electron density           0.02961 bohr^-3
edge of cube with 32 electrons     10.26 bohr
same edge, converted               5.43 angstrom
plasma energy from density, SI     16.600 eV
average gap if epsilon = 11        5.249 eV
average gap if epsilon = 13        4.792 eV
slope dEg/d(epsilon) at 12         -0.2275 eV
rough minimum gap (input)          1.1 eV
epsilon if that gap is inserted    229
OSCILLATOR WITH THE EXTRACTED GAP
excitation energy on the grid      0.1839 hartree
strength of first transition       0.99996
alpha from induced dipole          29.558 a.u.
epsilon from induced dipole        12.0000
MODEL CRYSTAL IN ONE DIMENSION
lattice constant (input)           5.0 bohr
potential coefficient V1 (input)   0.1 hartree
sum of oscillator strengths        1.000000
alpha from sum over states         16.947 a.u.
alpha from supercell, 30 cells     16.715 a.u.
alpha from supercell, 60 cells     16.889 a.u.
alpha, long-wavelength limit       16.947 a.u.
smallest direct gap                0.1992 hartree
average gap from alpha             0.2429 hartree
strength-weighted mean energy      0.2886 hartree
PASS
```
